# Natural frequencies of two precessing films coupled by spin pumping

## Problem

Two ferromagnetic films are separated by a normal-metal spacer. They have the same magnetization $M_s$, thickness $d$, intrinsic damping $\alpha_0$ and interfaces. Both are magnetized along the film normal $\hat z$, so each precesses on a circle. Their static fields differ slightly, which puts the separate resonances at

$$\omega_1=\bar\omega+\delta,\qquad \omega_2=\bar\omega-\delta .$$

Thus $\delta$ is half the detuning. The films interact only by exchanging spin currents through the spacer, in which no spin is lost.

(a) Show that for small precession angles the exchanged current exerts on film $i$ the torque

$$\dot{\mathbf m}_i\big|_{\rm pump}=\alpha'\left(\mathbf m_i\times\dot{\mathbf m}_i-\mathbf m_j\times\dot{\mathbf m}_j\right),\qquad j\neq i, \tag{1}$$

and find $\alpha'$. Here $\mathbf m_i$ is the unit vector along the magnetization.

(b) With $\Gamma=\alpha'\bar\omega$, find the natural frequencies and decay rates as functions of $\delta$, to leading order in the damping. What happens as the detuning is reduced?

(c) What do the terms dropped in (b) change?

(d) Evaluate the results for 3 nm permalloy films on either side of 10 nm of copper, at a mean frequency of 10 GHz.

## A tempting solution of (b)

Take (1) as given. Each film is an oscillator, and the torque from its neighbour has strength $\alpha'\bar\omega=\Gamma$. Besides a common decay rate, the amplitudes should therefore obey

$$\omega\begin{pmatrix}u_1\\u_2\end{pmatrix}=
\begin{pmatrix}\bar\omega+\delta&\Gamma\\ \Gamma&\bar\omega-\delta\end{pmatrix}
\begin{pmatrix}u_1\\u_2\end{pmatrix},$$

which gives $\omega=\bar\omega\pm\sqrt{\delta^2+\Gamma^2}$. The frequencies repel, and equal films are split by $2\Gamma$. Since the spacer is lossless, a Hermitian matrix also looks appropriate.

## Where it fails

Test the claim on equal films, $\delta=0$. If they move together, $\mathbf m_1=\mathbf m_2$, the torque (1) vanishes, and the frequency is $\bar\omega$. If their transverse parts are opposite, $\mathbf m_j\times\dot{\mathbf m}_j$ is, to first order, minus $\mathbf m_i\times\dot{\mathbf m}_i$. The torque is then $2\alpha'\,\mathbf m_i\times\dot{\mathbf m}_i$, which has the form of ordinary damping. To leading order it makes the motion decay and does not shift its frequency. Both frequencies are $\bar\omega$, so the predicted splitting $2\Gamma$ is absent.

The fault is that the coupling was entered by its magnitude, without its phase. A torque built from $\mathbf m_j\times\dot{\mathbf m}_j$ is a quarter turn away from one produced by a static coupling field. The off-diagonal elements are $-i\Gamma$, and their product is $-\Gamma^2$, not $+\Gamma^2$.

The word "lossless" misleads here. The spacer conserves spin angular momentum, but the precession amplitude can still decay, as shown below.

## Solution

### (a) The exchanged spin current

Consider one interface at an instant when the magnetization turns with angular velocity $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$. This is the angular velocity without a component along $\mathbf m$, and it gives $\boldsymbol\Omega\times\mathbf m=\dot{\mathbf m}$. In the frame turning with $\boldsymbol\Omega$ the magnet is at rest, while the electron energy acquires the term $-\boldsymbol\Omega\cdot\mathbf s$, with $\mathbf s$ the electron spin. Energies of spins parallel and antiparallel to $\boldsymbol\Omega$ shift by $\mp\hbar\Omega/2$. Electrons that are unpolarized in the laboratory are filled to correspondingly shifted levels, so in the turning frame they look like a spin accumulation $-\hbar\boldsymbol\Omega$. Spin accumulation means the difference of the two spins' chemical potentials, as a vector along the polarization.

A magnet at rest absorbs a transverse spin current $g\boldsymbol\mu/4\pi$ per area from an accumulation $\boldsymbol\mu$. This defines the mixing conductance $g$ per area; its imaginary part is neglected. Because $\boldsymbol\mu$ is the local accumulation in the adjacent metal, this $g$ is the conductance that adds in series with a diffusive resistance. It is related to the bare scattering value by $1/g=1/g_{\rm bare}-1/(2N)$, where $N=k_F^2/4\pi$ is the Sharvin value of a free-electron spacer. If the metal next to film $i$ already has accumulation $\boldsymbol\mu_i$ in the laboratory, the magnet sees $\boldsymbol\mu_i-\hbar\boldsymbol\Omega_i$. The current leaving the film is therefore

$$\mathbf I_i=\frac{g}{4\pi}\left(\hbar\,\mathbf m_i\times\dot{\mathbf m}_i-\boldsymbol\mu_i\right). \tag{2}$$

For small angles every vector here lies in the film plane to first order.

In the spacer, of thickness $L$ and conductivity $\sigma$, each spin species carries half the conductivity. The difference of their particle currents is $-(\sigma/2e^2)\nabla\boldsymbol\mu$, and each electron carries $\hbar/2$. The spin current is $-(\hbar\sigma/4e^2)\nabla\boldsymbol\mu$. Writing it as $g_N(\boldsymbol\mu_1-\boldsymbol\mu_2)/4\pi$ gives

$$g_N=\frac{\pi\hbar\sigma}{e^2L}=\frac{h}{2e^2}\frac{\sigma}{L}.$$

With no spin loss, and with storage in the spacer neglected, the current leaving film 1 enters film 2: $\mathbf I_1=-\mathbf I_2=\mathbf I$. The three drops along its path are

$$\hbar\,\mathbf m_1\times\dot{\mathbf m}_1-\boldsymbol\mu_1=\frac{4\pi\mathbf I}{g},\quad
\boldsymbol\mu_1-\boldsymbol\mu_2=\frac{4\pi\mathbf I}{g_N},\quad
\boldsymbol\mu_2-\hbar\,\mathbf m_2\times\dot{\mathbf m}_2=\frac{4\pi\mathbf I}{g}.$$

Adding them eliminates the accumulations:

$$\mathbf I=\frac{\hbar g_c}{4\pi}\left(\mathbf m_1\times\dot{\mathbf m}_1-\mathbf m_2\times\dot{\mathbf m}_2\right),\qquad
\frac1{g_c}=\frac2g+\frac1{g_N}. \tag{3}$$

Electron spin is opposite to magnetization, so a film holds spin angular momentum $-M_sd\,\mathbf m/\gamma$ per area, with $\gamma>0$. Its rate of change is $-\mathbf I_i$, hence $\dot{\mathbf m}_i|_{\rm pump}=\gamma\mathbf I_i/(M_sd)$. This is (1), with

$$\alpha'=\frac{\gamma\hbar g_c}{4\pi M_sd}. \tag{4}$$

A single film facing a perfect spin sink has $\boldsymbol\mu=0$ and $g$ in place of $g_c$. With negligible spacer resistance, $g_c=g/2$, because the current crosses two interfaces. In terms of the bare value this reads $1/g_c=2/g_{\rm bare}-1/N$. It gives $g_c\approx g_{\rm bare}/2$ only for $g_{\rm bare}\ll N$. For $g_{\rm bare}=N$ it gives $g_c=g_{\rm bare}$, since spin that crosses a ballistic spacer is then absorbed at its first hit and none returns. The rate $\Gamma$ below is the exchange rate from (4), not the perfect-sink rate.

### (b) The modes to leading order

The equation of motion is

$$\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\mathbf B_i+\alpha_0\mathbf m_i\times\dot{\mathbf m}_i+\alpha'\left(\mathbf m_i\times\dot{\mathbf m}_i-\mathbf m_j\times\dot{\mathbf m}_j\right).$$

To first order in the angle, $\mathbf B_i=B_i\hat z$ is constant and includes the demagnetizing field. At cone angle $\theta$ that field changes by $\mu_0M_s(1-\cos\theta)$. For the stack of part (d) the resulting frequency shift equals $\Gamma$ at $3^\circ$ and $\Gamma/10$ at about $1^\circ$, so for the absolute frequencies, and for films at unequal angles, "small" means about a degree or less. In the less damped locked mode the amplitudes are equal and the shift is common to both films; at a half detuning of 20 MHz the phase lag of that mode stays at $31^\circ$ up to a cone angle of $10^\circ$. Let $u=m_x+im_y$. The field term gives $\dot m_x=-\gamma Bm_y$ and $\dot m_y=\gamma Bm_x$, so $\dot u=i\gamma Bu$ and $\omega_i=\gamma B_i$. In the damping terms $\mathbf m\times\dot{\mathbf m}$ becomes $\hat z\times\dot{\mathbf m}$, a quarter turn, represented by $i\dot u$. Therefore

$$\dot u_i=i\omega_iu_i+i\alpha_0\dot u_i+i\alpha'(\dot u_i-\dot u_j). \tag{5}$$

Let $\alpha_0$ and $\alpha'$ be small and $\delta$ comparable with $\Gamma$. In terms already multiplied by a damping coefficient we may set $\dot u_i\approx i\bar\omega u_i$; the error in the coefficients is of second order in damping, relative to $\bar\omega$. The roots inherit that order except near $|\delta|=\Gamma$, where part (c) shows it is $3/2$. Then

$$\dot u_i=i\omega_iu_i-\alpha_0\bar\omega u_i-\Gamma(u_i-u_j). \tag{6}$$

The last term pulls each amplitude toward the other. It conserves the sum $u_1+u_2$, which expresses conservation of transverse spin. Its effect on the squared amplitudes is

$$\frac{d}{dt}\left(|u_1|^2+|u_2|^2\right)\Big|_{\rm pump}
=-2\Gamma\,{\rm Re}\left[u_1^*(u_1-u_2)+u_2^*(u_2-u_1)\right]=-2\Gamma|u_1-u_2|^2 .$$

A Hermitian coupling would make this zero. Spin is conserved while relative precession dies away.

Now put $u_i\propto e^{i\omega t}$, so that ${\rm Im}\,\omega>0$ is a decay rate. Dividing (6) by $i$ gives

$$\omega u_1=(\bar\omega+\delta+i\alpha_0\bar\omega+i\Gamma)u_1-i\Gamma u_2,$$
$$\omega u_2=(\bar\omega-\delta+i\alpha_0\bar\omega+i\Gamma)u_2-i\Gamma u_1.$$

With $x=\omega-\bar\omega-i(\alpha_0\bar\omega+\Gamma)$, a nonzero solution requires

$$(\delta-x)(-\delta-x)-(-i\Gamma)^2=x^2-\delta^2+\Gamma^2=0,$$

and hence

$$\boxed{\;\omega_\pm=\bar\omega+i(\alpha_0\bar\omega+\Gamma)\pm\sqrt{\delta^2-\Gamma^2}\;} \tag{7}$$

For $|\delta|>\Gamma$ the root is real: there are two frequencies and one common decay rate. The common rate holds for $\delta$ comparable with $\Gamma$; for $|\delta|\gg\Gamma$ the rates of (5) differ by about $2(\alpha_0+\alpha')|\delta|$. Far from threshold $\sqrt{\delta^2-\Gamma^2}\approx|\delta|-\Gamma^2/(2|\delta|)$, so the coupling draws the frequencies together.

For $|\delta|<\Gamma$ the root is imaginary. Both modes have frequency $\bar\omega$, and their decay rates are

$$\alpha_0\bar\omega+\Gamma\mp\sqrt{\Gamma^2-\delta^2}. \tag{8}$$

At $\delta=0$ these are $\alpha_0\bar\omega$ for motion in phase, where no net current flows, and $\alpha_0\bar\omega+2\Gamma$ for motion in antiphase. A small detuning raises the slower rate by about $\delta^2/(2\Gamma)$.

The mode shapes show how films with different resonances keep one frequency. The first amplitude equation reads $xu_1=\delta u_1-i\Gamma u_2$, so $u_2/u_1=-i(\delta-x)/\Gamma$. For the less damped mode $x=-i\sqrt{\Gamma^2-\delta^2}$, and

$$\frac{u_2}{u_1}=\sqrt{1-\frac{\delta^2}{\Gamma^2}}-i\frac{\delta}{\Gamma}. \tag{9}$$

The modulus is one. For $\delta>0$ film 2, which has the lower resonance, lags by $\arcsin(\delta/\Gamma)$. This lag lets the exchanged current speed up film 2 and slow down film 1. The sine cannot exceed one, so locking ends at $|\delta|=\Gamma$, with a lag of a quarter turn.

At threshold the other mode has the same shape, and one eigenvector is missing. Apart from the common factor, the evolution matrix for $\delta=\Gamma$ is

$$N=\Gamma\begin{pmatrix}1&-i\\-i&-1\end{pmatrix},\qquad N^2=0,\qquad e^{iNt}=1+iNt .$$

A general motion there contains a term growing as $t$, multiplied by the common decaying exponential.

### (c) What the full linear equations change

Equation (5) can be solved without the replacement that led to (6). Let $a=1-i\alpha_0-i\alpha'$. For $u_i\propto e^{i\omega t}$ it becomes

$$(a\omega-\omega_1)u_1+i\alpha'\omega u_2=0,\qquad i\alpha'\omega u_1+(a\omega-\omega_2)u_2=0 .$$

The determinant is $(a\omega-\omega_1)(a\omega-\omega_2)+\alpha'^2\omega^2=0$. Since $\omega_1+\omega_2=2\bar\omega$ and $\omega_1\omega_2=\bar\omega^2-\delta^2$, with $q=a^2+\alpha'^2$ this is

$$q\omega^2-2a\bar\omega\omega+\bar\omega^2-\delta^2=0,\qquad
\omega=\frac{a\bar\omega\pm\sqrt{q\delta^2-\Gamma^2}}{q}, \tag{10}$$

where $a^2-q=-\alpha'^2$ was used under the root. Factoring gives

$$q=(a+i\alpha')(a-i\alpha')=(1-i\alpha_0)(1-i\alpha_0-2i\alpha').$$

Its imaginary part is $-2\varepsilon$, with $\varepsilon=\alpha_0+\alpha'$. For real $\delta\neq0$ the quantity under the root is therefore complex, and at $\delta=0$ it is $-\Gamma^2$. It never vanishes, so with pumping as the only coupling the two complex roots meet only in the leading-order model. A small static exchange of the kind treated in the last section, with $\omega_J\approx\varepsilon\Gamma$ (0.42 MHz, or $J=0.036$ µJ/m$^2$, for the stack of part (d)), restores an exact meeting in the full equations.

To find the remaining splitting, let $y$ be half the difference of the roots. To first order in $\varepsilon$, $1/q\approx1+2i\varepsilon$ and $1/q^2\approx1+4i\varepsilon$, so

$$y^2=\frac{\delta^2}{q}-\frac{\Gamma^2}{q^2}\approx\delta^2-\Gamma^2-2i\varepsilon(2\Gamma^2-\delta^2).$$

Below threshold, and not too near it, the last term is a small correction to $-(\Gamma^2-\delta^2)$. Expanding the square root gives

$$y\approx i\sqrt{\Gamma^2-\delta^2}-\varepsilon\frac{2\Gamma^2-\delta^2}{\sqrt{\Gamma^2-\delta^2}},$$

and the real frequencies differ by

$$\Delta\omega=2\varepsilon\,\frac{2\Gamma^2-\delta^2}{\sqrt{\Gamma^2-\delta^2}}\qquad(|\delta|<\Gamma). \tag{11}$$

At threshold $y^2\approx-2i\varepsilon\Gamma^2$. Because $(1-i)^2=-2i$, we have $y=(1-i)\sqrt\varepsilon\,\Gamma$ and

$$\Delta\omega=2\sqrt\varepsilon\,\Gamma\qquad(|\delta|=\Gamma). \tag{12}$$

The square root makes the correction largest, relative to $\Gamma$, where the ideal curve has its corner.

### (d) Permalloy, copper, permalloy

Rough parameters near room temperature are $M_s=800$ kA/m, $\alpha_0=0.007$, $g=15$ nm$^{-2}$ and $\sigma=3.0\times10^7$ S/m. Frequencies and rates below are divided by $2\pi$. The extra digits serve to compare the formulas with one another; the inputs do not justify such accuracy for a real stack.

The spacer conductance is $g_N=38.72$ nm$^{-2}$, so

$$g_c=\frac{1}{2/15+1/38.72}=6.283\ {\rm nm^{-2}}.$$

With $\gamma\hbar/(4\pi M_sd)=6.150\times10^{-4}$ nm$^2$, equation (4) gives $\alpha'=0.00386$ and $\Gamma=38.64$ MHz. The full detuning at threshold is $2\Gamma=77.3$ MHz. Dividing by $\gamma/2\pi=27.99$ GHz/T, the value for a $g$-factor of exactly 2 that is used throughout, gives a field mismatch of 2.76 mT. A $g$-factor of 2.11, closer to permalloy, would raise $\Gamma$ to 40.8 MHz and leave this mismatch unchanged. These numbers take 15 nm$^{-2}$ as the series conductance of (2). On that reading the perfect-sink rate, 92.25 MHz, would put the threshold more than twice too high; the last section shows how much depends on the reading.

At a half detuning of 20 MHz,

$$\sqrt{38.64^2-20^2}=33.06\ {\rm MHz}.$$

The intrinsic rate is 70.00 MHz, so (8) gives decay rates of $108.64\mp33.06=75.58$ and $141.70$ MHz at one common frequency. Film 2 lags by $\arcsin(20/38.64)=31.2^\circ$ in the less damped mode. At a half detuning of 60 MHz the offsets are $\pm\sqrt{60^2-38.64^2}=\pm45.90$ MHz, instead of $\pm60$ MHz without coupling.

The full roots (10) show how closely the frequencies meet. Here $\varepsilon=0.0109$. At 20 MHz the remaining splitting is 1.70 MHz, in agreement with (11). At threshold it is 8.21 MHz, against 8.06 MHz from (12). For a real $g$, equal damping and no static exchange, the ideal corner in the natural frequencies is thus rounded by about a fifth of $\Gamma$, which is small against the decay rates. The modes of the nonlinear vector equations, linearized numerically with the demagnetizing field included, agreed with (10) to within 0.01 MHz at half detunings of 0, 20, 38.64 and 60 MHz.

These are natural frequencies, not counts of absorption peaks. At a half detuning of 60 MHz the splitting is 92 MHz while each decay rate is about 109 MHz, so the two resonances overlap strongly even above threshold. Under a uniform circular drive the absorption keeps a single peak up to a half detuning of about 95 MHz, some $2.5\,\Gamma$.

## Static exchange and the real stack

The results are sensitive to the assumption that the coupling is purely by pumping. An energy $-J\,\mathbf m_1\cdot\mathbf m_2$ per area puts a field $J\mathbf m_2/(M_sd)$ on film 1. To first order $\mathbf m_1\times\mathbf m_2$ becomes $i(u_2-u_1)$, so this field adds $i\omega_J(u_1-u_2)$ to $\dot u_1$, with $\omega_J=\gamma J/(M_sd)$. In (6) this replaces $\Gamma$ by $\Gamma-i\omega_J$, and (7) becomes

$$\omega_\pm=\bar\omega+\omega_J+i(\alpha_0\bar\omega+\Gamma)\pm\sqrt{\delta^2+(\omega_J+i\Gamma)^2}. \tag{13}$$

At $\delta=0$ the frequencies differ by $2|\omega_J|$. The repulsion of the tempting solution is what (13) gives for $\Gamma=0$, with $\omega_J$ as the coupling and the mean frequency shifted by $\omega_J$.

For an assumed $J=1$ µJ/m$^2$, $\omega_J$ is 11.66 MHz and (13) predicts a splitting of 23.3 MHz between equal films. The full equations give 21.6 MHz: exchange raises the antiphase mode, while the second-order damping shift lowers it relative to the in-phase mode by 1.7 MHz. To keep $\omega_J$ below $\Gamma/10$ in this stack, $|J|$ must stay below 0.33 µJ/m$^2$. Even at that value the full equations give splittings of 6–9 MHz for equal films and 23–27 MHz at threshold, depending on the sign of $J$.

The chosen magnetization and damping are ordinary rough values for permalloy. The mixing conductance is the least certain input, as discussed below. The geometry is more demanding: without interface anisotropy, an applied field above $\mu_0M_s\approx1.0$ T is needed to hold the films along their normal, and 1.36 T to put their resonance at 10 GHz as well. A perpendicular anisotropy of 0.1 mJ/m$^2$ on each face would lower both fields by 0.17 T. Films magnetized in their plane by a field $B$ precess on ellipses. The square root in (7) then keeps its form to leading order, but $\Gamma$ becomes $\alpha'\gamma(B+\mu_0M_s/2)$, about 67 MHz for this stack at 10 GHz. A mismatch of about 3 mT across so thin a stack would more plausibly come from unequal perpendicular anisotropies or magnetizations than from a field gradient. The window is narrow: the threshold mismatch equals a difference of 0.27 per cent in $M_s$ or of 3.3 µJ/m$^2$ in surface anisotropy, and with 0.1 mJ/m$^2$ on each face a 5 per cent difference in thickness already gives 8 mT. The copper is thinner than its estimated mean free path of about 20 nm, so its diffusive resistance is uncertain. For $g_{\rm bare}=N$ and isotropic scattering the Boltzmann equation gives a spacer resistance 12 per cent above $1/g_N$, which lowers $\Gamma$ by about 3 per cent. Dropping that resistance altogether gives $g_c=g/2$ and raises $\Gamma$ to 46.1 MHz, or 19 per cent. The meaning of $g$ matters more. For free-electron copper with a Fermi energy of 7 eV, $N=14.6$ nm$^{-2}$, so 15 nm$^{-2}$ is the size of a bare conductance. Read as bare, it corresponds to a series value near 31 nm$^{-2}$, to $g_c\approx11$ nm$^{-2}$ and $\Gamma\approx68$ MHz with the spacer resistance, and to about 95 MHz without it. For 15 nm$^{-2}$ these readings alone span a factor of about 2.5 in $\Gamma$ and the threshold. The value itself adds more: over the same readings 10 nm$^{-2}$ gives 27–47 MHz and 18 nm$^{-2}$ gives 45–144 MHz. Spin flip, with a diffusion length of 300 nm, together with spin storage and precession in the copper, shifts the complex mode frequencies by at most 0.26 MHz at a half detuning of 20 MHz and 0.86 MHz at threshold. Static exchange of the assumed size and the spacer resistance therefore matter far more here than spin loss in the copper. Two further idealizations also matter more. An imaginary part of $g$ makes $\Gamma$ complex, just as exchange does. At $\pm10$ per cent of the real part it changes the splitting from 1.70 to 6–9 MHz at a half detuning of 20 MHz, and from 8.21 to 21–25 MHz at threshold. Unequal intrinsic damping gives $\delta$ an imaginary part. A difference of 10 per cent in $\alpha_0$ gives 2.5 or 5.9 MHz at 20 MHz, depending on its sign, and 21–25 MHz at threshold. Unequal thickness makes $\alpha'$ differ between the films, with a similar effect: a difference of 10 per cent at fixed detuning gives 0.6 or 4.0 MHz at 20 MHz and 15–19 MHz at threshold. The small splittings of part (d) are therefore properties of the ideal model, not predictions for a real stack.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
magnetization 800 kA/m; film 3.0 nm
spacer 10.0 nm; conductivity 3.0e+07 S/m
interface mixing conductance 15.0 nm^-2
intrinsic damping 0.0070; mean frequency 10.0 GHz
gamma/2pi 27.992 GHz/T; applied field 1.363 T
COUPLING
spacer conductance gN 38.72 nm^-2
net conductance gc 6.283 nm^-2
torque factor gamma*hbar/(4pi Ms d) 6.1500e-04 nm^2
net pumping coefficient alpha' 0.00386
perfect-sink coefficient 0.00923
pumping rate Gamma/2pi 38.64 MHz
perfect-sink rate/2pi 92.25 MHz
intrinsic decay rate/2pi 70.00 MHz
critical full detuning 77.28 MHz
critical field mismatch 2.761 mT
MODES: frequency offset from mean, decay rate (both /2pi, MHz)
half detuning 0.00 MHz
  leading: +0.00, 70.00; +0.00, 147.28
  full:    -0.49, 70.00; -2.17, 147.25
  full real splitting 1.68 MHz
half detuning 20.00 MHz
  leading: +0.00, 75.58; +0.00, 141.70
  full:    -0.48, 75.58; -2.18, 141.67
  full real splitting 1.70 MHz
half detuning 38.64 MHz
  leading: +0.00, 108.64; +0.00, 108.64
  full:    +2.77, 104.67; -5.43, 112.57
  full real splitting 8.21 MHz
half detuning 60.00 MHz
  leading: -45.90, 108.64; +45.90, 108.64
  full:    -47.24, 108.48; +44.58, 108.77
  full real splitting 91.81 MHz
residual formula at 20 MHz: 1.70 MHz
threshold formula: 8.06 MHz
less damped mode at 20 MHz: |u2/u1| 0.995, phase -31.2 deg
leading-order phase -31.2 deg
NEGLECTED EFFECTS
assumed static exchange J 1.00 uJ/m^2
exchange rate/2pi 11.66 MHz
splitting with J, half detuning 0 MHz: 21.64 MHz
splitting with J, half detuning 20 MHz: 25.07 MHz
J giving exchange rate = Gamma/10: 0.331 uJ/m^2
copper spin diffusion length 300 nm
spin flip: largest mode shift at 20 MHz 0.143 MHz
flip + storage + precession: largest shift 0.262 MHz
copper Fermi energy 7.0 eV; mean free path 19.9 nm
```
